# Harmonic polynomials: their number and the splitting by powers of r²: a program that tests the result

```python
# P_n: homogeneous polynomials of degree n in x,y,z; H_l: those of degree l with zero Laplacian.
# Under test: dim H_l = 2l+1, and p in P_n is uniquely sum_k r^(2k) h_(n-2k), h_l in H_l, with
#   h_l = Proj_l(Lap^k p)/N(k,l),  l = n-2k,  N(k,l) = 2^k k! (2l+2k+1)!!/(2l+1)!!,
#   Proj_n p = sum_j c(n,j) r^(2j) Lap^j p,  c(n,j) = (-1)^j (2n-2j-1)!!/(2^j j! (2n-1)!!).
# Fischer product <p,q> = [p(d/dx,d/dy,d/dz) q](0). L = -i r x grad, hbar = 1. Energies in hartree.
import random
from fractions import Fraction
from math import factorial
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import physical_constants
from pyscf import gto, scf

random.seed(7)
x, y, z, w = sp.symbols('x y z w')
XYZ = (x, y, z)

def monos(n, d=3):
    if n < 0:
        return []
    if d == 1:
        return [(n,)]
    return [(a,) + t for a in range(n, -1, -1) for t in monos(n - a, d - 1)]

def P(expr, gens=XYZ):
    return sp.Poly(expr, *gens, domain='QQ')

def mono(e, gens=XYZ):
    return sp.Mul(*[g**a for g, a in zip(gens, e)])

def lap(p, times=1):
    for _ in range(times):
        out = P(0, p.gens)
        for g in p.gens:
            out = out + p.diff(g).diff(g)
        p = out
    return p

def vec(p, n):
    dct = p.as_dict()
    return [Fraction(int(dct[e].p), int(dct[e].q)) if e in dct else Fraction(0)
            for e in monos(n, len(p.gens))]

def unvec(v, n):
    return P(sp.Add(*[sp.Rational(c.numerator, c.denominator) * mono(e)
                      for c, e in zip(v, monos(n))]))

def rref(rows, ncol):
    rows = [list(r) for r in rows]
    piv = []
    for c in range(ncol):
        i = len(piv)
        j = next((j for j in range(i, len(rows)) if rows[j][c] != 0), None)
        if j is None:
            continue
        rows[i], rows[j] = rows[j], rows[i]
        lead = rows[i][c]
        rows[i] = [a / lead for a in rows[i]]
        for k in range(len(rows)):
            f = rows[k][c]
            if k != i and f != 0:
                rows[k] = [a - f * b for a, b in zip(rows[k], rows[i])]
        piv.append(c)
    return rows, piv

def laplacian_kernel(n, gens=XYZ):
    cols = [vec(lap(P(mono(e, gens), gens)), n - 2) for e in monos(n, len(gens))]
    red, piv = rref(list(zip(*cols)), len(cols))
    basis = []
    for f in range(len(cols)):
        if f not in piv:
            v = [Fraction(0)] * len(cols)
            v[f] = Fraction(1)
            for i, c in enumerate(piv):
                v[c] = -red[i][f]
            basis.append(v)
    return basis, len(piv)

def rand_poly(n):
    return P(sp.Add(*[random.randint(-5, 5) * mono(e) for e in monos(n)]) + sp.Rational(1, 2) * x**n)

r2 = P(x**2 + y**2 + z**2)
f2 = sp.factorial2
def c_coef(n, j):
    return (-1)**j * f2(2*n - 2*j - 1) / (2**j * sp.factorial(j) * f2(2*n - 1))
def n_coef(k, l):
    return 2**k * sp.factorial(k) * f2(2*l + 2*k + 1) / f2(2*l + 1)
def project(p, n):
    out = P(0)
    for j in range(n // 2 + 1):
        out = out + r2**j * lap(p, j) * P(c_coef(n, j))
    return out
def pieces(p, n):
    return {n - 2*k: project(lap(p, k), n - 2*k) * P(1 / n_coef(k, n - 2*k)) for k in range(n // 2 + 1)}

# exact ranks; harmonic polynomials are fixed freely by their z^0 and z^1 coefficients
kernel = {}
print("l, dim P_l, rank of Laplacian, dim H_l")
for l in range(11):
    kernel[l], rank = laplacian_kernel(l)
    assert len(monos(l)) == (l + 1) * (l + 2) // 2
    assert rank == len(monos(l - 2)) and len(kernel[l]) == 2 * l + 1
    low = [i for i, e in enumerate(monos(l)) if e[2] <= 1]
    assert len(low) == 2 * l + 1
    assert len(rref([[v[i] for i in low] for v in kernel[l]], len(low))[1]) == 2 * l + 1
    if l <= 6:
        print("  ", l, len(monos(l)), rank, len(kernel[l]))
dim2 = [len(laplacian_kernel(l, (x, y))[0]) for l in range(6)]
dim4 = [len(laplacian_kernel(l, (x, y, z, w))[0]) for l in range(6)]
assert dim2 == [1] + [2] * 5 and dim4 == [(l + 1)**2 for l in range(6)]
print("dim H_l, l=0..5, two variables:", dim2)
print("dim H_l, l=0..5, four variables:", dim4)

def fischer(p, q):
    total = P(0)
    for e, c in p.as_dict().items():
        t = q
        for g, a in zip(XYZ, e):
            for _ in range(a):
                t = t.diff(g)
        total = total + t * P(c)
    return total.as_expr().subs({x: 0, y: 0, z: 0})

for n in range(2, 6):
    p, q, s = rand_poly(n), rand_poly(n), rand_poly(n - 2)
    weighted = sum(factorial(e[0]) * factorial(e[1]) * factorial(e[2]) * a * b
                   for e, a, b in zip(monos(n), vec(p, n), vec(q, n)))
    assert fischer(p, q) == sp.Rational(weighted.numerator, weighted.denominator)
    assert fischer(r2 * s, q) == fischer(s, lap(q))
    assert fischer(r2 * s, unvec(kernel[n][n], n)) == 0
for m in range(5):
    for j in range(1, 4):
        q = rand_poly(m)
        assert (lap(r2**j * q) - P(2*j*(2*j + 2*m + 1)) * r2**(j - 1) * q - r2**j * lap(q)).is_zero

def rot(p, a, b):
    return P(a) * p.diff(b) - P(b) * p.diff(a)
def l_squared(p):
    return -(rot(rot(p, x, y), x, y) + rot(rot(p, y, z), y, z) + rot(rot(p, z, x), z, x))
def euler(p):
    return P(x) * p.diff(x) + P(y) * p.diff(y) + P(z) * p.diff(z)

# sphere averages by Gauss-Legendre times trapezoid quadrature
ct, wt = np.polynomial.legendre.leggauss(16)
phi = 2 * np.pi * np.arange(40) / 40
X = np.outer(np.sqrt(1 - ct**2), np.cos(phi))
Y = np.outer(np.sqrt(1 - ct**2), np.sin(phi))
Z = np.outer(ct, np.ones(40))
def average(p):
    val = sum(float(c) * X**e[0] * Y**e[1] * Z**e[2] for e, c in p.as_dict().items())
    return float(np.sum(wt[:, None] * (val + 0 * X)) / 80)

# closed formula against a linear solve in null-space bases
for n in range(9):
    p = rand_poly(n)
    labels, cols = [], []
    for l in range(n, -1, -2):
        for v in kernel[l]:
            h = unvec(v, l)
            labels.append((l, h))
            cols.append(vec(r2**((n - l) // 2) * h, n))
    dim = len(monos(n))
    red, piv = rref(list(zip(*(cols + [vec(p, n)]))), len(cols))
    assert len(cols) == dim and len(piv) == dim
    solved = {l: P(0) for l in range(n, -1, -2)}
    for i, (l, h) in enumerate(labels):
        c = red[i][-1]
        solved[l] = solved[l] + h * P(sp.Rational(c.numerator, c.denominator))
    got = pieces(p, n)
    assert (euler(p) - P(n) * p).is_zero
    assert (l_squared(p) + r2 * lap(p) - euler(euler(p)) - euler(p)).is_zero
    assert (lap(rot(p, x, y)) - rot(lap(p), x, y)).is_zero
    for l, h in got.items():
        assert (h - solved[l]).is_zero and lap(h).is_zero
        term = r2**((n - l) // 2) * h
        assert (l_squared(term) - P(l * (l + 1)) * term).is_zero
        for l2, h2 in got.items():
            if l2 < l:
                assert abs(average(h * h2)) < 1e-11
    if n % 2 == 0:
        assert abs(average(p) - float(lap(p, n // 2).as_expr()) / factorial(n + 1)) < 1e-12

# inhomogeneous polynomial
parts = {n: rand_poly(n) for n in range(6)}
G = {k: sum((pieces(parts[n], n)[n - 2*k] for n in range(2*k, 6)), P(0)) for k in range(3)}
assert all(lap(g).is_zero and g.total_degree() <= 5 - 2*k for k, g in G.items())
assert (sum((r2**k * g for k, g in G.items()), P(0)) - sum(parts.values(), P(0))).is_zero

# L_z spectrum on H_l, comparison with Y_lm and with PySCF real solid harmonics
rng = np.random.default_rng(3)
th, ph = np.arccos(rng.uniform(-1, 1, 50)), rng.uniform(0, 2 * np.pi, 50)
px, py, pz = np.sin(th) * np.cos(ph), np.sin(th) * np.sin(ph), np.cos(th)
def ylm(l, m):
    return np.array([complex(mp.spherharm(l, m, float(a), float(b))) for a, b in zip(th, ph)])
for l in range(1, 6):
    N = np.array(kernel[l], float).T
    D = np.array([vec(rot(P(mono(e)), x, y), l) for e in monos(l)], float).T
    sq = np.array([np.sqrt(factorial(a) * factorial(b) * factorial(c)) for a, b, c in monos(l)])
    Q = np.linalg.qr(sq[:, None] * N)[0]
    Dw = sq[:, None] * D / sq[None, :]
    assert np.allclose(Dw @ Q, Q @ (Q.T @ Dw @ Q), atol=1e-10)
    ev = np.linalg.eigvals(-1j * Q.T @ Dw @ Q)
    assert np.allclose(np.sort(ev.real), np.arange(-l, l + 1), atol=1e-9) and abs(ev.imag).max() < 1e-9
    A = (np.array([px**a * py**b * pz**c for a, b, c in monos(l)]).T @ N).astype(complex)
    def residual(f):
        return np.linalg.norm(f - A @ np.linalg.lstsq(A, f, rcond=None)[0])
    assert all(residual(ylm(l, m)) < 1e-10 for m in range(-l, l + 1))
    if l >= 2:
        assert residual(ylm(l - 2, 0)) > 0.1
        lapm = np.array([vec(lap(P(mono(e))), l - 2) for e in monos(l)], float).T
        c2s = gto.cart2sph(l)
        assert abs(lapm @ c2s).max() < 1e-10 and np.linalg.matrix_rank(c2s) == 2 * l + 1

# worked example: x^2 y^2, z^4, x^2
p = P(x**2 * y**2)
got = pieces(p, 4)
print("p = x^2 y^2: Lap p =", lap(p).as_expr(), "; Lap^2 p =", lap(p, 2).as_expr())
print("c(4,1), c(4,2), c(2,1) =", c_coef(4, 1), c_coef(4, 2), c_coef(2, 1))
print("N(1,2), N(2,0) =", n_coef(1, 2), n_coef(2, 0))
total = average(p * p)
for l, h in got.items():
    print(f"h_{l} =", sp.factor(h.as_expr()))
for l, h in got.items():
    print(f"sphere average of h_{l}^2 = {average(h*h):.7f}, share {average(h*h)/total:.5f}")
print(f"sphere average of p^2 = {total:.7f}")
assert abs(sum(average(h * h) for h in got.values()) - total) < 1e-13
for l, h in pieces(P(z**4), 4).items():
    pole = h.as_expr().subs({x: 0, y: 0, z: 1})
    leg = np.polynomial.legendre.Legendre.basis(l)(ct)
    quad = (2 * l + 1) / 2 * np.sum(wt * ct**4 * leg)
    assert abs(quad - float(pole)) < 1e-13
    print(f"z^4: coefficient of P_{l} = {pole} ; quadrature {quad:.7f}")
gx = pieces(P(x**2), 2)
print("x^2: h_2 =", sp.factor(gx[2].as_expr()), "; h_0 =", gx[0].as_expr())
print(f"x^2: s share of squared norm = {average(gx[0]**2)/average(P(x**4)):.5f}")
for n in (2, 3, 4):
    print(f"Cartesian shell n={n}: {len(monos(n))} =", "+".join(str(len(kernel[l])) for l in range(n, -1, -2)))

# neon atom, RHF/cc-pVTZ
full = gto.basis.load('cc-pvtz', 'Ne')
def run(ls, cart):
    mol = gto.M(atom='Ne 0 0 0', basis={'Ne': [b for b in full if b[0] in ls]}, cart=cart, verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol, mf.conv_tol_grad = 1e-11, 1e-7
    mf.kernel()
    assert mf.converged
    return mol, mf
runs = {"s,p only": run((0, 1), False), "spherical d,f": run((0, 1, 2, 3), False),
        "Cartesian d only": run((0, 1, 2), True), "Cartesian f only": run((0, 1, 3), True),
        "Cartesian d,f": run((0, 1, 2, 3), True)}
for name, (mol, mf) in runs.items():
    print(f"Ne RHF, {name}: {mol.nao_nr()} functions, E = {mf.e_tot:.8f} hartree")
e_sph, e_cart = runs["spherical d,f"][1].e_tot, runs["Cartesian d,f"][1].e_tot
assert abs(runs["s,p only"][1].e_tot - e_sph) < 1e-8
assert e_cart < e_sph - 1e-6
for name in ("Cartesian d only", "Cartesian f only"):
    assert e_cart - 1e-9 < runs[name][1].e_tot < e_sph + 1e-9
    print(f"lowering, {name} = {1e3*(e_sph - runs[name][1].e_tot):.5f} millihartree")
ev_per_hartree = physical_constants['Hartree energy in eV'][0]
print(f"lowering, Cartesian d,f = {1e3*(e_sph-e_cart):.5f} millihartree = {1e3*(e_sph-e_cart)*ev_per_hartree:.3f} meV")
mol, mf = runs["Cartesian d,f"]
loc, S, occ = mol.ao_loc_nr(), mol.intor('int1e_ovlp'), mf.mo_coeff[:, mf.mo_occ > 0]
for ib in range(mol.nbas):
    l = mol.bas_angular(ib)
    if l < 2:
        continue
    assert mol.bas_nctr(ib) == 1
    a, b = loc[ib], loc[ib + 1]
    # the shell overlap must be that of bare monomials times one common radial factor
    gram = np.array([[average(P(mono(e) * mono(f))) for f in monos(l)] for e in monos(l)])
    assert np.allclose(S[a:b, a:b] / S[a, a], gram / gram[0, 0], atol=1e-10)
    proj = np.array([vec(project(P(mono(e)), l), l) for e in monos(l)], float).T
    whole, harmonic = np.linalg.norm(occ[a:b]), np.linalg.norm(proj @ occ[a:b])
    assert harmonic < 1e-7 and harmonic < 1e-4 * whole
    print(f"shell l={l}, exponent {mol.bas_exp(ib)[0]:.3f} bohr^-2: occupied coefficient norm "
          f"{whole:.3e}, harmonic part {harmonic:.0e}")
print("all assertions hold")
```

Running it gives:

```
l, dim P_l, rank of Laplacian, dim H_l
   0 1 0 1
   1 3 0 3
   2 6 1 5
   3 10 3 7
   4 15 6 9
   5 21 10 11
   6 28 15 13
dim H_l, l=0..5, two variables: [1, 2, 2, 2, 2, 2]
dim H_l, l=0..5, four variables: [1, 4, 9, 16, 25, 36]
p = x^2 y^2: Lap p = 2*x**2 + 2*y**2 ; Lap^2 p = 8
c(4,1), c(4,2), c(2,1) = -1/14 1/280 -1/6
N(1,2), N(2,0) = 14 120
h_4 = -(4*x**4 - 27*x**2*y**2 + 3*x**2*z**2 + 4*y**4 + 3*y**2*z**2 - z**4)/35
h_2 = (x**2 + y**2 - 2*z**2)/21
h_0 = 1/15
sphere average of h_4^2 = 0.0032653, share 0.34286
sphere average of h_2^2 = 0.0018141, share 0.19048
sphere average of h_0^2 = 0.0044444, share 0.46667
sphere average of p^2 = 0.0095238
z^4: coefficient of P_4 = 8/35 ; quadrature 0.2285714
z^4: coefficient of P_2 = 4/7 ; quadrature 0.5714286
z^4: coefficient of P_0 = 1/5 ; quadrature 0.2000000
x^2: h_2 = (2*x**2 - y**2 - z**2)/3 ; h_0 = 1/3
x^2: s share of squared norm = 0.55556
Cartesian shell n=2: 6 = 5+1
Cartesian shell n=3: 10 = 7+3
Cartesian shell n=4: 15 = 9+5+1
Ne RHF, s,p only: 13 functions, E = -128.53186164 hartree
Ne RHF, spherical d,f: 30 functions, E = -128.53186164 hartree
Ne RHF, Cartesian d only: 25 functions, E = -128.53195055 hartree
Ne RHF, Cartesian f only: 23 functions, E = -128.53192138 hartree
Ne RHF, Cartesian d,f: 35 functions, E = -128.53200999 hartree
lowering, Cartesian d only = 0.08892 millihartree
lowering, Cartesian f only = 0.05975 millihartree
lowering, Cartesian d,f = 0.14835 millihartree = 4.037 meV
shell l=2, exponent 4.014 bohr^-2: occupied coefficient norm 2.665e-03, harmonic part 2e-15
shell l=2, exponent 1.096 bohr^-2: occupied coefficient norm 4.601e-03, harmonic part 3e-15
shell l=3, exponent 2.544 bohr^-2: occupied coefficient norm 7.072e-03, harmonic part 4e-15
all assertions hold
```
